# Twofold and fourfold ground levels in a (001) silicon triangular well

## Problem

Electrons in an inversion layer are held against the oxide on a (001) silicon surface. Let \(z\) be the depth into the silicon. Replace the oxide by an impenetrable wall at \(z=0\), and give an electron the potential energy \(eFz\) for \(z>0\), where \(e>0\) is the elementary charge and \(F>0\) a constant field, the same for all valleys.

The six conduction-band valleys are ellipsoids along the cube axes, with longitudinal mass \(m_l=0.916\,m_0\) and transverse mass \(m_t=0.19\,m_0\), where \(m_0\) is the free-electron mass. Energies are counted from the conduction-band edge at the interface, at zero in-plane momentum.

(a) Show that the valleys form a twofold and a fourfold ladder of levels, and find the mass that governs each.

(b) Show that the ground energies \(E_0'\) (fourfold) and \(E_0\) (twofold) have the ratio 1.69 at every field.

(c) Does \(E_0'\) lie above or below the second twofold level \(E_1\)?

(d) Evaluate the levels for \(F=0.55\) MV/cm. Take an acceptor density \(N_A=10^{18}\) cm\(^{-3}\), an inversion density \(N=2\times10^{11}\) cm\(^{-2}\) and a temperature of 300 K. Estimate how far the effects left out of the model move the ratio.

## Solution

### (a) The two ladders

Measure the wave vector from the minimum of a valley. With parabolic bands, a valley whose long axis is along \(z\) has

\[
E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right).
\]

There are two such valleys, at opposite points on the \(z\) axis. The other four have their long axis along \(x\) or \(y\), so \(k_z^2\) is divided by \(m_t\).

In the effective-mass approximation \(\mathbf k\) becomes \(-i\nabla\) acting on an envelope function. No valley has a cross term between \(k_z\) and the in-plane components, and the potential depends on \(z\) alone. The envelope is therefore a plane wave in the plane times a function \(\psi(z)\). At zero in-plane momentum,

\[
-\frac{\hbar^2}{2m_z}\psi''+eFz\,\psi=E\psi,\qquad \psi(0)=0,\quad \psi(\infty)=0,
\]

with \(m_z=0.916\,m_0\) for the twofold ladder and \(m_z=0.19\,m_0\) for the fourfold ladder.

### (b) The ratio

Put \(z=Lx\) and \(\psi(z)=\varphi(x)\). The kinetic term acquires the factor \(\hbar^2/(2m_zL^2)\), and the potential becomes \(eFLx\). Choose \(L\) so that the two factors are equal:

\[
\frac{\hbar^2}{2m_zL^2}=eFL
\quad\Rightarrow\quad
L=\left(\frac{\hbar^2}{2m_z eF}\right)^{1/3}.
\]

Dividing the equation by \(eFL\) and writing \(E=eFL\,\varepsilon\) gives

\[
-\varphi''+x\varphi=\varepsilon\varphi,\qquad \varphi(0)=\varphi(\infty)=0 .
\]

Neither mass nor field appears here, so both ladders have the same numbers \(\varepsilon_n\). In terms of \(s=x-\varepsilon\) the equation is Airy's, \(d^2\varphi/ds^2=s\varphi\). Of its two independent solutions, \(\mathrm{Bi}(s)\) grows at large \(s\) and is excluded. The wall then requires

\[
\mathrm{Ai}(-\varepsilon_n)=0,\qquad \varepsilon_0=2.3381,\quad \varepsilon_1=4.0879 .
\]

Inserting \(L\) into \(E=eFL\varepsilon\) yields

\[
E_n=\varepsilon_n\left(\frac{\hbar^2}{2m_z}\right)^{1/3}(eF)^{2/3}.
\]

At equal \(F\), everything except the mass cancels between the two ground levels:

\[
\frac{E_0'}{E_0}=\left(\frac{0.916}{0.19}\right)^{1/3}=(4.8211)^{1/3}=1.6893\approx1.69 .
\]

A direct numerical diagonalization of the two wells at 0.55 MV/cm also gives 1.6893.

The cube root reflects the shape of the well. For a potential \(Cz^p\) behind the same wall, equating \(\hbar^2/(m_zL^2)\) with \(CL^p\) gives \(L\propto m_z^{-1/(p+2)}\), hence \(E\propto L^p\propto m_z^{-p/(p+2)}\). The linear well has \(p=1\) and the power \(-1/3\). As \(p\to\infty\) the well becomes a box of fixed width and the power tends to \(-1\), so the ratio would be 4.82. In the triangular well the lighter electron spreads further from the wall, which saves kinetic energy at the price of potential energy, and the ratio is smaller.

The ratio depends on the chosen zero of energy. The splitting does not: it is \(E_0'-E_0=0.689\,E_0\), and it grows as \(F^{2/3}\).

### (c) The second twofold level

Within one ladder the mass cancels, and

\[
\frac{E_1}{E_0}=\frac{\varepsilon_1}{\varepsilon_0}=1.7484 .
\]

This exceeds 1.6893, so \(E_0<E_0'<E_1\) at every field in this model. The order of the upper two would reverse if the mass ratio exceeded \(1.7484^3=5.34\), not far above the actual 4.82.

### (d) Numbers and neglected effects

**The ideal levels.** The field corresponds to \(eF=55\) meV/nm. The lengths are \(L=0.911\) nm (twofold) and \(L'=1.539\) nm (fourfold), so

\[
E_0=2.3381\times55\times0.911\approx117\ \text{meV},
\]
\[
E_0'=2.3381\times55\times1.539\approx198\ \text{meV}.
\]

The splitting is 80.8 meV, and \(E_1=204.8\) meV lies only 7 meV above \(E_0'\).

**Moments of the wave function.** The estimates need \(\langle z\rangle\) and \(\langle z^2\rangle\). Take \(\varphi\) real and normalized, let \(u=x-\varepsilon\), so that \(\varphi''=u\varphi\), and let \(g(x)\) be a polynomial. Integrate \(g\varphi'\varphi''\) over \(x>0\) in two ways. Since \(\varphi'\varphi''=\tfrac12(\varphi'^2)'\) and also \(\varphi'\varphi''=\tfrac12u(\varphi^2)'\), integration by parts with \(\varphi(0)=0\) gives

\[
g(0)\varphi'(0)^2+\int g'\varphi'^2dx=\int (gu)'\varphi^2dx .
\]

Two further integrations by parts turn the remaining integral into

\[
\int g'\varphi'^2dx=-\int\varphi\,(g''\varphi'+g'u\varphi)\,dx
=\tfrac12\langle g'''\rangle-\langle g'u\rangle .
\]

Because \(u'=1\), the two lines combine to

\[
g(0)\varphi'(0)^2+\tfrac12\langle g'''\rangle=\langle 2g'u+g\rangle .
\]

For \(g=x\) this reads \(0=3\langle x\rangle-2\varepsilon\). For \(g=x^2\) it reads \(0=5\langle x^2\rangle-4\varepsilon\langle x\rangle\). Hence \(\langle x\rangle=2\varepsilon/3\) and \(\langle x^2\rangle=8\varepsilon^2/15\), or

\[
\langle z\rangle=\frac{2E}{3eF},\qquad \langle z^2\rangle=\frac{8E^2}{15(eF)^2}.
\]

The mean depths are 1.42 nm (twofold) and 2.40 nm (fourfold).

**Oxide penetration.** Take a rough barrier \(V_b=3.1\) eV and a rough oxide mass \(m_{ox}=0.5\,m_0\), and neglect the slope of the potential in the oxide. There \(\psi\propto e^{\kappa z}\), with \(\kappa=\sqrt{2m_{ox}(V_b-E)}/\hbar\). Continuity of \(\psi\) and of \(\psi'/m\), which conserves the particle current, requires

\[
\frac{\mathrm{Ai}'(-\varepsilon)}{m_zL}=\frac{\kappa}{m_{ox}}\mathrm{Ai}(-\varepsilon),\qquad \varepsilon=\frac{E}{eFL}.
\]

The roots lie 4.8 meV (twofold) and 22.2 meV (fourfold) below the hard-wall values. To see why they differ so much, write the condition as \(\psi(0)=d\,\psi'(0^+)\) with \(d=m_{ox}/(m_z\kappa)\). Extrapolated linearly, the silicon wave function vanishes at \(z=-d\), as if the wall had moved there. Since \(eFz=eF(z+d)-eFd\), the level falls by about \(eFd\), which is inversely proportional to \(m_z\) apart from the small change in \(\kappa\).

**Depletion curvature.** The acceptor charge makes the field fall linearly to zero over the depletion width \(W\). With silicon permittivity \(\epsilon_s\epsilon_0\) and \(\epsilon_s=11.7\), Gauss's law gives \(W=\epsilon_s\epsilon_0F/(eN_A)=35.6\) nm. Integrating the force \(eF(1-z/W)\) gives the potential energy \(eFz(1-z/2W)\), and a total band bending \(eFW/2=0.98\) eV. To first order the added term shifts a level by

\[
\Delta E=-\frac{eF\langle z^2\rangle}{2W}=-\frac{4E^2}{15\,eFW},
\]

which is \(-1.9\) meV (twofold) and \(-5.3\) meV (fourfold).

**Inversion charge.** Here \(F\) is the field of the depletion charge alone. The electrons add a field that is largest at the surface and vanishes beyond the layer. If all of them occupy the lowest twofold level, with wave function \(\psi_0\), Gauss's law gives the slope of the extra potential energy, and one integration gives the potential energy itself:

\[
V_H'(z)=\frac{e^2N}{\epsilon_s\epsilon_0}\int_z^\infty|\psi_0(z')|^2dz',
\]
\[
V_H(z)=\frac{e^2N}{\epsilon_s\epsilon_0}\int_0^\infty\min(z,z')\,|\psi_0(z')|^2dz' .
\]

The averages of \(V_H\) are \(+3.3\) meV (twofold) and \(+4.0\) meV (fourfold). They are small because \(N\) is only about 6 percent of the depletion charge density \(N_AW=3.56\times10^{12}\) cm\(^{-2}\).

**Image potential.** A charge \(q\) in silicon polarizes the interface with the oxide, whose relative permittivity is \(\epsilon_{ox}=3.9\). For the field in silicon add an image \(q'\) at \(-z\); for the field in the oxide use a charge \(q''\) at \(z\). Continuity of the potential and of the normal displacement gives

\[
\frac{q+q'}{\epsilon_s}=\frac{q''}{\epsilon_{ox}},\qquad q-q'=q''
\quad\Rightarrow\quad q'=q\,\frac{\epsilon_s-\epsilon_{ox}}{\epsilon_s+\epsilon_{ox}} .
\]

The image has the sign of the charge and repels it. The distance between them is \(2z\), and the energy carries a factor \(1/2\) because the image charge is induced:

\[
V_{im}(z)=\frac{e^2(\epsilon_s-\epsilon_{ox})}{16\pi\epsilon_0\epsilon_s(\epsilon_s+\epsilon_{ox})\,z}.
\]

Averaging over the Airy functions gives \(+14.1\) meV (twofold) and \(+8.3\) meV (fourfold). The twofold shift is larger because \(\langle1/z\rangle\propto1/L\). This estimate assumes a thick oxide. Exchange and correlation, which lower the levels, are left out.

**Nonparabolicity.** Let \(T=\hbar^2k_z^2/(2m_z)\), and describe the fourfold valleys by \(E_k(1+\alpha E_k)=T\), with a rough \(\alpha=0.5\) eV\(^{-1}\). To first order in \(\alpha\), \(E_k=T-\alpha T^2\). In the ground state \(T\psi=(E-eFz)\psi\), so

\[
\langle T^2\rangle=\langle(E-eFz)^2\rangle=E^2\left(1-\frac43+\frac8{15}\right)=\frac{E^2}{5}.
\]

The shift \(-\alpha E_0'^2/5\) is \(-3.9\) meV. The corresponding twofold shift is left out. With the same \(\alpha\) it would be about \(-1.4\) meV for \(E_0\), raising the corrected ratio by about 0.015, and about \(-4\) meV for \(E_1\).

**The corrected ratio.** Adding the shifts in the order above, in meV,

\[
E_0\approx117.2-4.8-1.9+3.3+14.1\approx128,
\]
\[
E_0'\approx197.9-22.2-5.3+4.0+8.3-3.9\approx179 .
\]

The ratio becomes about 1.40, which is 17 percent below 1.69. Oxide penetration alone would give 1.56, and the image potential alone \(206.2/131.3=1.57\). These two effects dominate: the first lowers mainly the fourfold level, the second raises the twofold level more than the fourfold level.

The sum is an estimate. For the three added potentials in silicon (curvature, inversion charge and image), diagonalization with all of them present agrees with the first-order sum to within 3 meV in both ladders. Penetration was computed separately and added. It cannot be combined with the image term as written: once \(\psi(0)\neq0\), the average of \(1/z\) diverges logarithmically, and the image potential must be cut off near the interface. With cutoffs between 0.01 and 0.3 nm, a joint solution with thermally distributed charge gives a ratio of 1.40 to 1.43 and a splitting of 52 to 55 meV. The size of the penetration shift rests on the rough oxide mass and on the matching rule at an abrupt interface. Oxide masses from \(0.3\,m_0\) to \(0.7\,m_0\) move the summed ratio from 1.42 to 1.38, and setting the oxide mass equal to \(m_z\) in each ladder gives 1.48.

**Temperature and occupation.** At 300 K, \(k_BT=25.9\) meV. In the plane, a valley with masses \(m_1,m_2\) has an elliptical energy contour of area \(2\pi\sqrt{m_1m_2}\,E/\hbar^2\) in \(k\)-space. Multiplying by 2 for spin, dividing by \((2\pi)^2\) and differentiating gives the density of states per area \(\sqrt{m_1m_2}/(\pi\hbar^2)\). The fourfold ladder has \(4\sqrt{m_lm_t}\) against \(2m_t\) for the twofold ladder, a factor \(2\sqrt{m_l/m_t}=4.39\) per level. With Boltzmann statistics, the populations of the two ground levels have the ratio

\[
\frac{N_0'}{N_0}=4.39\,e^{-80.8/25.9}\approx0.19 ,
\]

a fourfold share of about 16 percent. Including the higher levels of both ladders also gives 16 percent. Boltzmann statistics are justified here, since \(e^{(E_F-E_0)/k_BT}=0.040\), with \(E_F\) the Fermi level, is much less than one.

The corrected splitting is only about 51 meV. With the same two-level formula the population ratio rises to about 0.6 and the fourfold share to nearly 40 percent. The joint solution with higher levels included gives 33 to 36 percent. The corrections shrink the splitting by about a third and thereby roughly double the share. This also weakens the assumption that all the inversion charge sits in the lowest twofold level.

The share matters for mobility. Twofold electrons move in the plane with mass \(0.19\,m_0\) in every direction. The fourfold valleys lie half along \(x\) and half along \(y\), so their average inverse mass is \(\tfrac12(1/m_t+1/m_l)\), equivalent to \(0.31\,m_0\). If the scattering time is held equal, the twofold electrons are the more mobile.

### Where the result applies

The example corresponds roughly to a bulk silicon transistor with a heavily doped channel near threshold. Its doping, field and band bending of about one volt are in that regime. The inputs are round values, not a self-consistent operating point: near threshold the inversion density depends exponentially on the band bending, whereas here \(N\) and \(F\) were chosen independently. With an intrinsic density of \(10^{10}\) cm\(^{-3}\) and a conduction-band effective density of states of \(2.8\times10^{19}\) cm\(^{-3}\), the bending of 0.98 eV would hold only about \(5\times10^9\) cm\(^{-2}\) in the ideal levels, and \(N=2\times10^{11}\) cm\(^{-2}\) would need a field near 0.58 MV/cm. A real interface breaks the hard-wall assumption and adds image forces; with the rough inputs used here, these and the smaller effects move the ratio from 1.69 to about 1.4. The 7 meV gap between \(E_0'\) and \(E_1\) is not reliable in such a device either, because it is smaller than several of the shifts. Oxide penetration, the largest of them, widens it: the length \(d\) is nearly the same for both twofold levels, so \(E_1\) falls by only about 5 meV, against 22 meV for \(E_0'\). The three added potentials in silicon raise \(E_1\) by 8 meV and \(E_0'\) by 7 meV, so with these inputs the order \(E_0'<E_1\) survives and the gap grows to about 25 to 29 meV.

In strong inversion \(N\) becomes comparable with \(N_AW\). The field then varies appreciably across the electron layer, and the levels must be found together with the charge they hold. At weak fields the ideal ratio stays at 1.69 while the splitting shrinks. Scaling 80.8 meV by \(F^{2/3}\), it equals \(k_BT\) at 300 K when

\[
F=0.55\left(\frac{25.9}{80.8}\right)^{3/2}\approx0.10\ \text{MV/cm}.
\]

Below that field, in this model, thermal energy exceeds the separation of the two ground levels. The preference for the twofold valleys is lost earlier, because of the density-of-states factor 4.39. The two ground levels are equally populated when the splitting is \(k_BT\ln4.39=1.48\,k_BT\), at \(F\approx0.18\) MV/cm, and with all levels included the two ladders hold equal shares at about 0.14 MV/cm. At 0.10 MV/cm the fourfold ladder already holds about 55 percent of the electrons, although the energy ratio is still 1.69. The computed values are collected in the numerical output.

## Computed results

```
Valleys with normal mass 0.916 m0: 2
Valleys with normal mass 0.19 m0: 4
Mass ratio: 4.8211
Ground-energy ratio, cube root: 1.6893
Ground-energy ratio, diagonalization: 1.6893
Fitted power of mass: -0.3333
Fitted power of field: 0.6667
First two Airy zeros (magnitude): 2.3381, 4.0879
Ratio E1/E0 in one ladder: 1.7484
Input field: 0.55 MV/cm
Input acceptor density: 1.0e+18 cm^-3
Input inversion density: 2.0e+11 cm^-2
Input relative permittivities Si, SiO2: 11.7, 3.9
Input oxide barrier: 3.1 eV; oxide mass: 0.5 m0
Input nonparabolicity: 0.5 1/eV; temperature: 300 K
twofold: length L = 0.911 nm
twofold: ground energy = 117.2 meV
twofold: mean depth = 1.42 nm
fourfold: length L = 1.539 nm
fourfold: ground energy = 197.9 meV
fourfold: mean depth = 2.40 nm
Splitting E0' - E0: 80.8 meV
Second twofold level E1: 204.8 meV
Depletion width: 35.6 nm; band bending: 0.98 eV
twofold: shift by oxide penetration = -4.8 meV
twofold: shift by depletion curvature = -1.9 meV
twofold: shift by inversion charge = +3.3 meV
twofold: shift by image potential = +14.1 meV
twofold: energy with all shifts = 128 meV
fourfold: shift by oxide penetration = -22.2 meV
fourfold: shift by depletion curvature = -5.3 meV
fourfold: shift by inversion charge = +4.0 meV
fourfold: shift by image potential = +8.3 meV
fourfold: shift by nonparabolicity = -3.9 meV
fourfold: energy with all shifts = 179 meV
Ratio with oxide penetration only: 1.56
Ratio with all shifts (rough): 1.40
Thermal energy kT: 25.9 meV
Thermal share of fourfold ladder: 16 percent
exp((Fermi level - E0)/kT), Boltzmann: 0.040
```
